# Orbital Momentum in Cubic Terms: Quenching and the Effective l = 1: a program that tests the result

```python
# RESULT UNDER TEST
# In cubic symmetry the orbital momentum L = -i r x grad (units of hbar) is of
# species T1g. Inside an A or E term all its matrix elements vanish; inside a
# T term it equals alpha * l, with l a true l = 1 operator and alpha real.
# For the d orbitals t2g = (yz, zx, xy), alpha = -1.
# Symbols: DELTA = e_g minus t2g energy, ZETA = spin-orbit constant,
# F2, F4 = Slater integrals of the d shell, TAU = trigonal field strength.
# Matrices come from quadrature on the unit sphere; energies are in eV.
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import eval_legendre

DELTA, ZETA, F2, F4, TAU = 2.0, 0.1, 8.0, 5.0, 0.05
x, y, z = sp.symbols("x y z", real=True)


def momentum_on(f):
    """The three components of -i r x grad acting on f."""
    fx, fy, fz = (sp.diff(f, q) for q in (x, y, z))
    return [-sp.I * (y * fz - z * fy),
            -sp.I * (z * fx - x * fz),
            -sp.I * (x * fy - y * fx)]


# Sphere quadrature, exact for all polynomials met here
nodes, node_weights = np.polynomial.legendre.leggauss(8)
angles = 2 * np.pi * np.arange(16) / 16
points = np.array([[np.sqrt(1 - u * u) * np.cos(a),
                    np.sqrt(1 - u * u) * np.sin(a), u]
                   for u in nodes for a in angles])
weights = np.repeat(node_weights, 16) * 2 * np.pi / 16


def sample(functions, where):
    """Values of symbolic functions at given points, one column each."""
    columns = [sp.lambdify((x, y, z), f, "numpy")(*where.T)
               + np.zeros(len(where)) for f in functions]
    return np.array(columns).T


def momentum_matrices(functions, norm):
    """Matrices of L from its definition, in a normalized real basis."""
    basis = norm * sample(functions, points)
    overlap = basis.T @ (weights[:, None] * basis)
    assert np.allclose(overlap, np.eye(len(functions)), atol=1e-12)
    images = [momentum_on(f) for f in functions]
    return np.array([basis.T @ (weights[:, None] * norm
                     * sample([im[k] for im in images], points))
                     for k in range(3)])


d_functions = [y * z, z * x, x * y, (x**2 - y**2) / 2,
               (2 * z**2 - x**2 - y**2) / (2 * sp.sqrt(3))]
d_norm = np.sqrt(15 / (4 * np.pi))
d_basis = d_norm * sample(d_functions, points)
L = momentum_matrices(d_functions, d_norm)
l_p = momentum_matrices([x, y, z], np.sqrt(3 / (4 * np.pi)))
L_t2g, L_eg = L[:, :3, :3], L[:, 3:, 3:]

# Species of L: behaviour under inversion and under the 24 rotations
trial = x * y**2 + z * x + x**3 * z
flip = {x: -x, y: -y, z: -z}
for a, b in zip(momentum_on(trial.subs(flip, simultaneous=True)),
                momentum_on(trial)):
    assert sp.expand(a - b.subs(flip, simultaneous=True)) == 0

rotations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(order)]
        if np.linalg.det(R) > 0:
            rotations.append(R)
assert len(rotations) == 24

invariants = dict.fromkeys(("A1", "A2", "E", "T1", "T2"), 0.0)
for R in rotations:
    rotated = d_norm * sample(d_functions, points @ R)
    U = d_basis.T @ (weights[:, None] * rotated)
    for k in range(3):
        expected = np.einsum("j,jab->ab", R[:, k], L)
        assert np.allclose(U @ L[k] @ U.T, expected, atol=1e-11)
    characters = {"A1": 1.0, "A2": np.linalg.det(np.abs(R)),
                  "E": np.trace(U[3:, 3:]), "T1": np.trace(R),
                  "T2": np.trace(U[:3, :3])}
    for name, chi in characters.items():
        invariants[name] += chi**2 * np.trace(R) / 24
    if np.allclose(R, np.diag(np.diag(R))):
        # identity and twofold rotations about x, y, z
        assert np.allclose(U[3:, 3:], np.eye(2), atol=1e-11)
        assert np.isclose(characters["A2"], 1)
assert np.allclose(list(invariants.values()), [0, 0, 0, 1, 1], atol=1e-10)

# One-electron result: e_g quenched, t2g equal to minus the p-shell matrices
epsilon = np.zeros((3, 3, 3))
for i, j, k in itertools.permutations(range(3)):
    epsilon[i, j, k] = np.linalg.det(np.eye(3)[[i, j, k]])
assert np.allclose(l_p, -1j * epsilon, atol=1e-12)
assert np.allclose(L_eg, 0, atol=1e-12)
assert np.allclose(L_t2g, -l_p, atol=1e-12)


def squared(A):
    return sum(a @ a for a in A)


assert np.allclose(squared(L), 6 * np.eye(5), atol=1e-11)
assert np.allclose(squared(L_t2g), 2 * np.eye(3), atol=1e-11)


def alpha_of(A):
    """Basis-independent constant alpha of A = alpha * l."""
    comm = A[0] @ A[1] - A[1] @ A[0]
    return (np.trace(-1j * comm @ A[2]) / np.trace(A[2] @ A[2])).real


def levels(H, tol=1e-7):
    """Energies and eigenvector blocks of the degenerate levels of H."""
    energy, vectors = np.linalg.eigh(H)
    cuts = np.where(np.diff(energy) > tol)[0] + 1
    return [(energy[g].mean(), vectors[:, g])
            for g in np.split(np.arange(len(energy)), cuts)]


def inside(operators, block):
    return np.array([block.conj().T @ op @ block for op in operators])


# Cubic field from the angular function x^4 + y^4 + z^4, scaled to unit gap
quartic = (points**4).sum(axis=1)
field = d_basis.T @ ((weights * quartic)[:, None] * d_basis)
assert field[3, 3] > field[0, 0]
field = (field - field[0, 0] * np.eye(5)) / (field[3, 3] - field[0, 0])
assert np.allclose(field, np.diag([0, 0, 0, 1, 1]), atol=1e-11)

# Two d electrons: Coulomb repulsion from Legendre polynomials of the angle
density = np.einsum("n,na,nc->nac", weights, d_basis, d_basis)
density = density.reshape(len(points), 25)
cosines = points @ points.T
repulsion = np.zeros((25, 25))
for rank, slater in ((2, F2), (4, F4)):
    G = density.T @ eval_legendre(rank, cosines) @ density
    G = G.reshape(5, 5, 5, 5).transpose(0, 2, 1, 3).reshape(25, 25)
    repulsion += slater * G
one = np.eye(5)
L_pair = np.array([np.kron(a, one) + np.kron(one, a) for a in L])
field_pair = np.kron(field, one) + np.kron(one, field)
unit = np.eye(25).reshape(5, 5, 25)
triplet_space = np.array([(unit[i, j] - unit[j, i]) / np.sqrt(2)
                          for i in range(5) for j in range(i)]).T
singlet_space = np.array(
    [unit[i, i] for i in range(5)]
    + [(unit[i, j] + unit[j, i]) / np.sqrt(2)
       for i in range(5) for j in range(i)]).T


def pair_terms(space, gap):
    """List of (energy, degeneracy, largest |L| element, alpha or None)."""
    H = space.T @ (repulsion + gap * field_pair) @ space
    found = []
    for energy, block in levels((H + H.T) / 2):
        A = inside(L_pair, space @ block)
        size, alpha = block.shape[1], None
        if size < 3:
            assert np.allclose(A, 0, atol=1e-8)
        else:
            assert size == 3
            alpha = alpha_of(A)
            for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
                comm = A[i] @ A[j] - A[j] @ A[i]
                assert np.allclose(comm, 1j * alpha * A[k], atol=1e-7)
            assert np.allclose(squared(A), 2 * alpha**2 * np.eye(3),
                               atol=1e-7)
        found.append((energy, size, np.abs(A).max(), alpha))
    return found


triplets = pair_terms(triplet_space, DELTA)
singlets = pair_terms(singlet_space, DELTA)
assert sorted(t[1] for t in triplets) == [1, 3, 3, 3]
assert sorted(t[1] for t in singlets) == [1, 1, 2, 2, 3, 3, 3]
weak = pair_terms(triplet_space, 1e-4)
strong = pair_terms(triplet_space, 1e4)
assert [t[1] for t in weak] == [3, 3, 1, 3]
assert abs(weak[0][3] + 1.5) < 1e-3     # T1 of the free-ion F term
assert abs(weak[1][3] - 0.5) < 1e-3     # T2 of the free-ion F term
assert abs(strong[0][3] + 1.0) < 1e-3   # T1 of two t2g electrons

# The same F-term constants from seven-fold cubic polynomials
f_T1 = [q * (5 * q**2 - 3 * (x**2 + y**2 + z**2)) for q in (x, y, z)]
f_T2 = [x * (y**2 - z**2), y * (z**2 - x**2), z * (x**2 - y**2)]
alpha_f = []
for functions in (f_T1, f_T2):
    values = sample(functions, points)
    norm = 1 / np.sqrt(weights @ values[:, 0]**2)
    alpha_f.append(alpha_of(momentum_matrices(functions, norm)))
assert np.allclose(alpha_f, [-1.5, 0.5], atol=1e-10)

# One electron with spin-orbit coupling
S = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2


def coupling(A):
    return ZETA * sum(np.kron(a, s) for a, s in zip(A, S))


def moment(A):
    """L_z + 2 S_z."""
    return np.kron(A[2], np.eye(2)) + 2 * np.kron(np.eye(len(A[2])), S[2])


def largest_moment(A, block):
    return np.abs(np.linalg.eigvalsh(inside([moment(A)], block)[0])).max()


t2g_levels = levels(coupling(L_t2g))
p_levels = levels(coupling(l_p))
assert [b.shape[1] for _, b in t2g_levels] == [4, 2]
assert [b.shape[1] for _, b in p_levels] == [2, 4]
assert np.allclose([e for e, _ in t2g_levels], [-ZETA / 2, ZETA])
assert np.allclose([e for e, _ in p_levels], [-ZETA, ZETA / 2])
t2g_moments = [largest_moment(L_t2g, b) for _, b in t2g_levels]
p_quartet_moment = largest_moment(l_p, p_levels[1][1])
assert np.allclose(t2g_moments, [0, 1], atol=1e-10)


def full_shell(gap):
    return levels(np.kron(gap * field, np.eye(2)) + coupling(L))


free_levels = full_shell(0.0)
assert np.allclose([e for e, _ in free_levels], [-1.5 * ZETA, ZETA])
full = full_shell(DELTA)
assert [b.shape[1] for _, b in full] == [4, 2, 4]
quartets = np.sort(np.roots([1, ZETA / 2 - DELTA,
                             -DELTA * ZETA / 2 - 1.5 * ZETA**2]).real)
assert np.allclose([e for e, _ in full],
                   [quartets[0], ZETA, quartets[1]], atol=1e-10)
full_moment = largest_moment(L, full[0][1])
wide_moment = largest_moment(L, full_shell(10 * DELTA)[0][1])
assert 7 < full_moment / wide_moment < 13   # leading error goes as 1/DELTA

# An E level of a trigonal field is not quenched
L_axis = L.sum(axis=0) / np.sqrt(3)
trigonal = levels(DELTA * field + TAU * (L_axis @ L_axis).real)
assert [b.shape[1] for _, b in trigonal] == [1, 2, 2]
axis_values = np.linalg.eigvalsh(inside([L_axis], trigonal[1][1])[0])
assert axis_values.max() > 0.5

print(f"Cubic splitting DELTA = {DELTA:.3f} eV")
print(f"Spin-orbit constant ZETA = {ZETA:.3f} eV")
print(f"Slater integrals F2 = {F2:.3f} eV, F4 = {F4:.3f} eV")
print(f"Trigonal strength TAU = {TAU:.3f} eV")
for name, count in invariants.items():
    print(f"Times T1 occurs in {name} x {name}: {abs(count):.4f}")
print(f"Largest |L| element in e_g = {np.abs(L_eg).max():.4f} hbar")
print(f"<zx|L_z|yz> = {L[2, 1, 0].imag:+.4f} i hbar")
print(f"<y|l_z|x> in p shell = {l_p[2, 1, 0].imag:+.4f} i hbar")
print(f"<x2-y2|L_z|xy> = {L[2, 3, 2].imag:+.4f} i hbar")
print(f"alpha of t2g = {alpha_of(L_t2g):+.4f} (no unit)")
print(f"alpha of p shell = {alpha_of(l_p):+.4f} (no unit)")
print(f"L^2 in full d shell = {squared(L)[0, 0].real:.4f} hbar^2")
print(f"(P L P)^2 in t2g = {squared(L_t2g)[0, 0].real:.4f} hbar^2")
print("d2 terms: energy above lowest, degeneracy, max |L|, alpha")
lowest = min(t[0] for t in triplets + singlets)
for label, group in (("S=1", triplets), ("S=0", singlets)):
    for energy, size, biggest, alpha in group:
        text = "none" if alpha is None else f"{alpha:+.4f}"
        print(f"  {label} {energy - lowest:8.4f} eV  {size}"
              f"  {biggest:.4f} hbar  {text}")
print(f"Lowest S=1 T1, weak field: alpha = {weak[0][3]:+.4f}")
print(f"Lowest S=1 T1, strong field: alpha = {strong[0][3]:+.4f}")
print(f"F polynomials: alpha(T1) = {alpha_f[0]:+.4f},"
      f" alpha(T2) = {alpha_f[1]:+.4f}")
for label, group in (("t2g only", t2g_levels), ("p shell", p_levels),
                     ("full d shell", full)):
    for energy, block in group:
        print(f"{label}: level {energy:+.5f} eV,"
              f" degeneracy {block.shape[1]}")
split = t2g_levels[1][0] - t2g_levels[0][0]
per_cm = constants.e / (constants.h * constants.c * 100)
print(f"t2g spin-orbit splitting = {split:.4f} eV"
      f" = {split * per_cm:.1f} cm^-1")
print(f"Largest L_z+2S_z, t2g quartet = {t2g_moments[0]:.4f} hbar")
print(f"Largest L_z+2S_z, t2g doublet = {t2g_moments[1]:.4f} hbar")
print(f"Largest L_z+2S_z, p quartet = {p_quartet_moment:.4f} hbar")
print(f"Same, lower quartet of full d shell = {full_moment:.4f} hbar")
print(f"Same, with DELTA ten times larger = {wide_moment:.4f} hbar")
print(f"Trigonal E level: L along axis = {axis_values[0]:+.4f},"
      f" {axis_values[1]:+.4f} hbar")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cubic splitting DELTA = 2.000 eV
Spin-orbit constant ZETA = 0.100 eV
Slater integrals F2 = 8.000 eV, F4 = 5.000 eV
Trigonal strength TAU = 0.050 eV
Times T1 occurs in A1 x A1: 0.0000
Times T1 occurs in A2 x A2: 0.0000
Times T1 occurs in E x E: 0.0000
Times T1 occurs in T1 x T1: 1.0000
Times T1 occurs in T2 x T2: 1.0000
Largest |L| element in e_g = 0.0000 hbar
<zx|L_z|yz> = -1.0000 i hbar
<y|l_z|x> in p shell = +1.0000 i hbar
<x2-y2|L_z|xy> = -2.0000 i hbar
alpha of t2g = -1.0000 (no unit)
alpha of p shell = +1.0000 (no unit)
L^2 in full d shell = 6.0000 hbar^2
(P L P)^2 in t2g = 2.0000 hbar^2
d2 terms: energy above lowest, degeneracy, max |L|, alpha
  S=1   0.0000 eV  3  1.3352 hbar  -1.3352
  S=1   1.8125 eV  3  0.5000 hbar  +0.5000
  S=1   3.2237 eV  3  0.8352 hbar  +0.8352
  S=1   3.8125 eV  1  0.0000 hbar  none
  S=0   1.4959 eV  3  0.3514 hbar  +0.3536
  S=0   1.5307 eV  2  0.0000 hbar  none
  S=0   3.1505 eV  1  0.0000 hbar  none
  S=0   3.5282 eV  3  1.1460 hbar  +1.1464
  S=0   3.8851 eV  3  0.5000 hbar  +0.5000
  S=0   5.4935 eV  2  0.0000 hbar  none
  S=0   7.6696 eV  1  0.0000 hbar  none
Lowest S=1 T1, weak field: alpha = -1.5000
Lowest S=1 T1, strong field: alpha = -1.0001
F polynomials: alpha(T1) = -1.5000, alpha(T2) = +0.5000
t2g only: level -0.05000 eV, degeneracy 4
t2g only: level +0.10000 eV, degeneracy 2
p shell: level -0.10000 eV, degeneracy 2
p shell: level +0.05000 eV, degeneracy 4
full d shell: level -0.05729 eV, degeneracy 4
full d shell: level +0.10000 eV, degeneracy 2
full d shell: level +2.00729 eV, degeneracy 4
t2g spin-orbit splitting = 0.1500 eV = 1209.8 cm^-1
Largest L_z+2S_z, t2g quartet = 0.0000 hbar
Largest L_z+2S_z, t2g doublet = 1.0000 hbar
Largest L_z+2S_z, p quartet = 2.0000 hbar
Same, lower quartet of full d shell = 0.1902 hbar
Same, with DELTA ten times larger = 0.0199 hbar
Trigonal E level: L along axis = -0.8964, +0.8964 hbar
ALL CHECKS PASSED
```
